# Comment on Replacing the Double-Hybrid Perturbative Term by MP2: verification in Python

```python
# Result under test: the perturbative sum of a double hybrid,
#   E2 = -1/4 sum |<ij||ab>|^2 / (e_a + e_b - e_i - e_j),
# differs from MP2 because it uses hybrid orbitals and eigenvalues. For Cl,
# |E2| grows from HF to B2PLYP orbitals to B3LYP orbitals (used by XYG3),
# mainly because the gaps shrink. The scaled term remains below |MP2|.
# i,j: valence occupied; a,b: virtual; e: one-particle energies.
# N = 1/4 sum |<ij||ab>|^2 (strength); D_eff = N/|E2| (effective pair gap).
# All internal energies are in hartree; printed energies are in eV
# unless the label says hartree.
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, mp, ao2mo, fci

EV = constants.physical_constants["Hartree energy in eV"][0]
N_CORE = 5
XC = {"B2PLYP": "0.53*HF + 0.47*B88, 0.73*LYP",
      "B3LYP": "hyb_gga_xc_b3lyp"}
XC_CONTROL = "0.20*HF + 0.80*B88, 0.73*LYP"
PT2_WEIGHT = {"B2PLYP": 0.27, "B3LYP": 0.3211}


def make_atom(basis):
    mol = gto.M(atom="Cl 0 0 0", basis=basis, spin=1, verbose=0)
    return mol, mol.intor("int2e", aosym="s8")


def solve(mol, eri, xc=None, start=None):
    if xc is None:
        mf = scf.UHF(mol)
    else:
        mf = dft.UKS(mol)
        mf.xc = xc
        mf.grids.level = 4
    mf._eri = eri
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    if start is None:
        # Weaken beta pz in the guess so that the hole lies along z.
        start = np.array(mf.get_init_guess(mol, "minao"))
        pz = mol.search_ao_label("pz")
        start[1][pz, :] *= 0.8
        start[1][:, pz] *= 0.8
    mf.kernel(dm0=start)
    assert mf.converged
    for s in (0, 1):
        assert np.all(mf.mo_occ[s][:mol.nelec[s]] == 1)
    return mf


def density(mf):
    return np.array(mf.make_rdm1())


def fock(mf, dm):
    return np.asarray(mf.get_fock(dm=dm))


def second_order(mol, eri, orbitals, fock_zero, fock_hf):
    """Doubles, singles and strength for one determinant and operator."""
    spins, singles = [], 0.0
    for s in (0, 1):
        nocc = mol.nelec[s]
        blocks = (orbitals[s][:, N_CORE:nocc], orbitals[s][:, nocc:])
        eig = [np.linalg.eigh(b.T @ fock_zero[s] @ b) for b in blocks]
        occ, vir = [b @ u for b, (_, u) in zip(blocks, eig)]
        gap = eig[1][0][None, :] - eig[0][0][:, None]
        singles -= np.sum((occ.T @ fock_hf[s] @ vir) ** 2 / gap)
        spins.append((occ, vir, gap))
    doubles, strength = 0.0, 0.0
    for s, t in ((0, 0), (1, 1), (0, 1)):
        o1, v1, g1 = spins[s]
        o2, v2, g2 = spins[t]
        v = ao2mo.general(eri, (o1, v1, o2, v2), compact=False)
        v = v.reshape(g1.shape + g2.shape)
        weight = 1.0
        if s == t:
            v = v - v.transpose(0, 3, 2, 1)
            weight = 0.25
        denominator = g1[:, :, None, None] + g2[None, None, :, :]
        assert denominator.min() > 0
        doubles -= weight * np.sum(v ** 2 / denominator)
        strength += weight * np.sum(v ** 2)
    return doubles, singles, strength


def full_ci_second_order(mol, eri, hf, ks):
    """Second-order coefficient from energies of H0 + x*(H - H0)."""
    orb = [ks.mo_coeff[s][:, N_CORE:] for s in (0, 1)]
    core = np.array([c[:, :N_CORE] @ c[:, :N_CORE].T for c in ks.mo_coeff])
    h_core = hf.get_hcore() + np.asarray(hf.get_veff(mol, core))
    h_act = [orb[s].T @ h_core[s] @ orb[s] for s in (0, 1)]
    h_zero = [np.diag(ks.mo_energy[s][N_CORE:]) for s in (0, 1)]
    n = orb[0].shape[1]
    ints = [ao2mo.general(eri, (orb[s], orb[s], orb[t], orb[t]),
                          compact=False).reshape(n, n, n, n)
            for s, t in ((0, 0), (0, 1), (1, 1))]
    nelec = tuple(k - N_CORE for k in mol.nelec)
    e_zero = sum(np.trace(h_zero[s][:nelec[s], :nelec[s]]) for s in (0, 1))

    def energy(x):
        solver = fci.direct_uhf.FCISolver()
        solver.verbose = 0
        solver.conv_tol = 1e-13
        solver.max_cycle = 200
        h = tuple((1 - x) * h_zero[s] + x * h_act[s] for s in (0, 1))
        return solver.kernel(h, tuple(x * g for g in ints), n, nelec)[0]

    def curvature(x):
        return (energy(x) + energy(-x) - 2 * e_zero) / (2 * x * x)

    return (4 * curvature(0.01) - curvature(0.02)) / 3


# Perturbation formula against full CI, with hybrid orbitals.
mol, eri = make_atom("6-31g")
hf = solve(mol, eri)
ks = solve(mol, eri, XC["B3LYP"], density(hf))
dm = density(ks)
d, s1, _ = second_order(mol, eri, ks.mo_coeff, fock(ks, dm), fock(hf, dm))
exact = full_ci_second_order(mol, eri, hf, ks)
assert abs(exact - d - s1) < 5e-6
print("Cl atom, doublet, frozen 1s2s2p core, 7 correlated electrons")
print("Check in 6-31G with B3LYP orbitals:")
print(f"  second order from full CI derivative: {exact*EV:.5f} eV")
print(f"  doubles sum: {d*EV:.5f} eV; singles sum: {s1*EV:.5f} eV")

for basis in ("cc-pvtz", "cc-pvqz"):
    mol, eri = make_atom(basis)
    hf = solve(mol, eri)
    dm_hf = density(hf)
    f_hf = fock(hf, dm_hf)
    mp2, s_hf, n_hf = second_order(mol, eri, hf.mo_coeff, f_hf, f_hf)
    assert abs(s_hf) < 1e-7
    assert abs(mp2 - mp.UMP2(hf, frozen=N_CORE).kernel()[0]) < 1e-6
    print(f"{basis}, {mol.nao} basis functions:")
    print(f"  MP2 (HF orbitals): {mp2*EV:.4f} eV = {mp2:.5f} hartree")
    e2 = {}
    for name, xc in XC.items():
        ks = solve(mol, eri, xc, dm_hf)
        dm = density(ks)
        f_ks, f_hf_here = fock(ks, dm), fock(hf, dm)
        val, single, n_ks = second_order(
            mol, eri, ks.mo_coeff, f_ks, f_hf_here)
        e2[name] = val
        print(f"  E2 ({name} orbitals): {val*EV:.4f} eV = {val:.5f} hartree,"
              f" ratio to MP2 {val/mp2:.4f}")
        if basis != "cc-pvtz":
            continue

        # The two determinants must describe the same orientation and state.
        overlap = mol.intor("int1e_ovlp")
        for s in (0, 1):
            k = mol.nelec[s]
            o = hf.mo_coeff[s][:, :k].T @ overlap @ ks.mo_coeff[s][:, :k]
            assert np.linalg.svd(o, compute_uv=False).min() > 0.95

        # Frontier gaps and level shifts at the hybrid determinant.
        for s, spin in enumerate(("alpha", "beta")):
            k = mol.nelec[s]
            c = ks.mo_coeff[s][:, k - 1:k + 1]
            shift = np.diag(c.T @ (f_ks[s] - f_hf_here[s]) @ c)
            assert shift[0] > 0 > shift[1]
            g_hf = hf.mo_energy[s][k] - hf.mo_energy[s][k - 1]
            g_ks = ks.mo_energy[s][k] - ks.mo_energy[s][k - 1]
            assert g_ks < g_hf
            print(f"    {spin} gap: HF {g_hf*EV:.3f}, {name} {g_ks*EV:.3f} eV;"
                  f" shifts HOMO {shift[0]*EV:+.3f}, LUMO {shift[1]*EV:+.3f} eV")

        # Separate the change of determinant from the change of operator.
        hf_det, _, n1 = second_order(
            mol, eri, hf.mo_coeff, fock(ks, dm_hf), f_hf)
        ks_det, _, n2 = second_order(
            mol, eri, ks.mo_coeff, f_hf_here, f_hf_here)
        assert abs(n1 / n_hf - 1) < 1e-8 and abs(n2 / n_ks - 1) < 1e-8
        gap_effects = (hf_det - mp2, val - ks_det)
        det_effects = (ks_det - mp2, val - hf_det)
        assert max(gap_effects) < 0
        assert min(map(abs, gap_effects)) > max(map(abs, det_effects))
        d_hf, d_ks = n_hf / abs(mp2), n_ks / abs(val)
        assert d_ks < d_hf
        assert abs(np.log(n_ks / n_hf)) < np.log(d_hf / d_ks)
        print(f"    E2[HF determinant, {name} operator]: {hf_det*EV:.4f} eV")
        print(f"    E2[{name} determinant, HF operator]: {ks_det*EV:.4f} eV")
        print(f"    operator effect, two orders: {gap_effects[0]*EV:.4f},"
              f" {gap_effects[1]*EV:.4f} eV")
        print(f"    determinant effect, two orders: {det_effects[0]*EV:.4f},"
              f" {det_effects[1]*EV:.4f} eV")
        print(f"    D_eff: HF {d_hf*EV:.3f}, {name} {d_ks*EV:.3f} eV")
        print(f"    integral factor {n_ks/n_hf:.4f},"
              f" gap factor {d_hf/d_ks:.4f}")
        assert single < -1e-7
        print(f"    omitted singles: {single*EV:.5f} eV")
        weight = PT2_WEIGHT[name]
        assert abs(weight * val) < abs(mp2)
        method = "B2PLYP" if name == "B2PLYP" else "XYG3"
        print(f"    {method} term, weight {weight}: {weight*val*EV:.4f} eV")
        print(f"    same weight times MP2: {weight*mp2*EV:.4f} eV;"
              f" substitution error {weight*(mp2-val)*EV:+.4f} eV")
    assert e2["B3LYP"] < e2["B2PLYP"] < mp2
    print(f"  E2 ratio, B3LYP to B2PLYP orbitals:"
          f" {e2['B3LYP']/e2['B2PLYP']:.4f}")

    if basis == "cc-pvtz":
        # Change only the exchange mixture of the B2PLYP orbital recipe.
        ks = solve(mol, eri, XC_CONTROL, dm_hf)
        dm = density(ks)
        control = second_order(mol, eri, ks.mo_coeff,
                               fock(ks, dm), fock(hf, dm))[0]
        assert abs(control - e2["B3LYP"]) < 0.5 * abs(
            e2["B3LYP"] - e2["B2PLYP"])
        print(f"  E2, B2PLYP recipe with 20% exact exchange:"
              f" {control*EV:.4f} eV")

print("all good")
```

Printed output:

```
Cl atom, doublet, frozen 1s2s2p core, 7 correlated electrons
Check in 6-31G with B3LYP orbitals:
  second order from full CI derivative: -0.97611 eV
  doubles sum: -0.96215 eV; singles sum: -0.01395 eV
cc-pvtz, 34 basis functions:
  MP2 (HF orbitals): -4.2975 eV = -0.15793 hartree
  E2 (B2PLYP orbitals): -5.2018 eV = -0.19116 hartree, ratio to MP2 1.2104
    alpha gap: HF 25.785, B2PLYP 21.252 eV; shifts HOMO +2.268, LUMO -2.272 eV
    beta gap: HF 12.109, B2PLYP 6.504 eV; shifts HOMO +2.087, LUMO -3.493 eV
    E2[HF determinant, B2PLYP operator]: -5.1514 eV
    E2[B2PLYP determinant, HF operator]: -4.3400 eV
    operator effect, two orders: -0.8539, -0.8618 eV
    determinant effect, two orders: -0.0426, -0.0505 eV
    D_eff: HF 94.021, B2PLYP 78.485 eV
    integral factor 1.0104, gap factor 1.1979
    omitted singles: -0.03373 eV
    B2PLYP term, weight 0.27: -1.4045 eV
    same weight times MP2: -1.1603 eV; substitution error +0.2442 eV
  E2 (B3LYP orbitals): -6.1039 eV = -0.22431 hartree, ratio to MP2 1.4203
    alpha gap: HF 25.785, B3LYP 18.034 eV; shifts HOMO +3.899, LUMO -3.896 eV
    beta gap: HF 12.109, B3LYP 2.574 eV; shifts HOMO +3.603, LUMO -6.012 eV
    E2[HF determinant, B3LYP operator]: -6.0071 eV
    E2[B3LYP determinant, HF operator]: -4.3679 eV
    operator effect, two orders: -1.7096, -1.7360 eV
    determinant effect, two orders: -0.0705, -0.0968 eV
    D_eff: HF 94.021, B3LYP 67.310 eV
    integral factor 1.0168, gap factor 1.3968
    omitted singles: -0.10078 eV
    XYG3 term, weight 0.3211: -1.9600 eV
    same weight times MP2: -1.3799 eV; substitution error +0.5800 eV
  E2 ratio, B3LYP to B2PLYP orbitals: 1.1734
  E2, B2PLYP recipe with 20% exact exchange: -6.0925 eV
cc-pvqz, 59 basis functions:
  MP2 (HF orbitals): -4.7587 eV = -0.17488 hartree
  E2 (B2PLYP orbitals): -5.7313 eV = -0.21062 hartree, ratio to MP2 1.2044
  E2 (B3LYP orbitals): -6.7064 eV = -0.24645 hartree, ratio to MP2 1.4093
  E2 ratio, B3LYP to B2PLYP orbitals: 1.1701
all good
```
